# Transverse spin kicks from electrons polarized along the magnetization

## Problem

A conduction electron crosses a ferromagnetic layer. The $z$ axis is the direction of the layer's majority spin, and the electron arrives with its spin along $+z$. Exchange is the only spin-dependent force. It conserves the total spin of electron and magnet, so the magnet receives what the electron loses. Spins are measured in units of $\hbar$, so $\mathbf s=\boldsymbol\sigma/2$, and the transfer is the operator

$$\boldsymbol\Delta=\mathbf s_{\rm in}-\mathbf s_{\rm out}.$$

**(a)** Treat the magnetization as fixed, so that the electron spin precesses about $z$ by an angle $\phi$. Show that the mean transverse transfer vanishes for every $\phi$, but that uniformly random angles give a mean-square transfer of $\hbar^2/2$ for each transverse component.

**(b)** Replace the fixed magnetization by a quantum spin $J$, fully aligned along $z$. Does the kick of part (a) broaden the distribution of $J_x$? What changes if the electron arrives with spin down?

**(c)** Find the mean transfer to a magnet tilted by a small angle, and use it to explain the answer to (b).

**(d)** Generalize (a) to a layer that also reflects electrons.

**(e)** Electrons in a metal obey Fermi statistics. When may the one-electron kicks simply be added, and what do partial polarization and temperature do?

**(f)** Evaluate the results for an all-metal spin-valve nanopillar with these rough typical values: free layer 3.0 nm thick and 100 nm in diameter, magnetization 1.4 MA/m, current 1.0 mA for 0.1 ns. Use free electrons with Fermi energy 7.0 eV and exchange splitting 2.0 eV, the majority band being matched to the non-magnetic spacer.

## Solution

### (a) Mean and mean square

The evolution operator is $U=e^{-i\phi s_z}$. In the Heisenberg picture the outgoing components are $s_i(\phi)=U^\dagger s_iU$, with $ds_i/d\phi=iU^\dagger[s_z,s_i]U$. Since $[s_z,s_x]=is_y$ and $[s_z,s_y]=-is_x$,

$$\frac{ds_x}{d\phi}=-s_y(\phi),\qquad \frac{ds_y}{d\phi}=s_x(\phi).$$

The solution that starts from $s_x,s_y$ is $s_x(\phi)=s_x\cos\phi-s_y\sin\phi$ and $s_y(\phi)=s_y\cos\phi+s_x\sin\phi$. Therefore

$$\Delta_x=s_x(1-\cos\phi)+s_y\sin\phi,\qquad \Delta_y=s_y(1-\cos\phi)-s_x\sin\phi .$$

In the state $|\uparrow\rangle$ both $\langle s_x\rangle$ and $\langle s_y\rangle$ vanish, so $\langle\Delta_x\rangle=\langle\Delta_y\rangle=0$ for every $\phi$.

For the square, use $s_x^2=s_y^2=\tfrac14$ and $s_xs_y+s_ys_x=0$. The cross terms cancel:

$$\Delta_x^2=\tfrac14\left[(1-\cos\phi)^2+\sin^2\phi\right]=\tfrac12(1-\cos\phi)=\sin^2\frac{\phi}{2}.$$

The same algebra gives $\Delta_y^2$. With $\hbar$ restored,

$$\langle\Delta_x^2\rangle=\langle\Delta_y^2\rangle=\frac{\hbar^2}{2}(1-\cos\phi).$$

For uniform $\phi$ the cosine averages to zero, and each component has mean square $\hbar^2/2$. The weaker condition $\langle\cos\phi\rangle=0$ is enough. If instead all electrons precess by the same multiple of $2\pi$, the kick vanishes.

A classical vector along $z$ would not change when turned about $z$. The kick comes from the transverse components of a quantum spin, which have zero mean but mean square $\tfrac14$ each. Moreover $\Delta_x^2$ is a number times the identity, so the mean square is the same for every incident spin state. Among pure spin states, only those along $+z$ or $-z$ have a vanishing mean transverse transfer at every angle.

The difference of two non-commuting operators can also be given a direct reading. Measure $s_x$ before and after the passage. The first measurement leaves, say, $(|\uparrow\rangle+|\downarrow\rangle)/\sqrt2$. After precession its overlap with the opposite eigenstate is $(e^{-i\phi/2}-e^{i\phi/2})/2=-i\sin(\phi/2)$. The result thus changes by $\pm1$ with probability $\sin^2(\phi/2)$, which gives the same mean square.

For several electrons in a product state, the kick operators act on different spins and commute. Each mean is zero, so the cross terms vanish and the mean squares add: $N$ electrons give $N\hbar^2/2$ per component. This assumes that the magnetization stays fixed along $z$.

### (b) What the kick does to a quantum magnet

Exchange now acts through $\mathbf J\cdot\mathbf s$. It conserves $\mathbf F=\mathbf J+\mathbf s$, whose quantum number is $J\pm\frac12$. One passage multiplies the two sectors by different phases. Apart from a common phase,

$$U=P_++e^{-i\chi}P_-,$$

where $P_\pm$ project on $F=J\pm\frac12$. For large $J$ the angle $-\chi$ plays the part of $\phi$. The sign does not matter below, where only $\cos\chi$ enters.

The aligned state $|A\rangle=|J,J\rangle|\uparrow\rangle$ has the largest possible $F_z$, so it lies wholly in the upper sector and $U|A\rangle=|A\rangle$. The transfer is $\Delta J_x=s_x-U^\dagger s_xU$. Both squares contribute $\frac14$, so

$$\langle\Delta J_x^2\rangle=\tfrac12-2\,{\rm Re}\langle A|s_xU^\dagger s_xU|A\rangle
=\tfrac12-\tfrac12{\rm Re}\langle B|U^\dagger|B\rangle ,$$

because $s_x|A\rangle=\frac12|B\rangle$ with $|B\rangle=|J,J\rangle|\downarrow\rangle$.

To find the weights of $|B\rangle$ in the two sectors, lower the aligned state and write $|C\rangle=|J,J-1\rangle|\uparrow\rangle$:

$$F_-|A\rangle=\sqrt{2J}\,|C\rangle+|B\rangle .$$

The squared norm is $2J+1$. Hence $|B\rangle$ has weight $1/(2J+1)$ in the upper sector and $2J/(2J+1)$ in the lower one, and

$$\langle\Delta J_x^2\rangle=\frac{\hbar^2}{2}\,\frac{2J}{2J+1}\,(1-\cos\chi).$$

This tends to the result of (a) for large $J$. Yet the state has not changed at all, so the variance of $J_x$ remains $J/2$. There is no contradiction. Writing $J_x^{\rm out}=J_x+\Delta J_x$ and squaring gives

$$0=\langle J_xΔJ_x+ΔJ_xJ_x\rangle+\langle\Delta J_x^2\rangle .$$

The kick is correlated with the $J_x$ already present, and the correlation cancels its square. The quantity $\hbar^2/2$ is therefore the strength of a quantum noise, and not the growth of the magnet's variance.

Now let the electron arrive in $|B\rangle$. The normalized upper-sector state is $(\sqrt{2J}|C\rangle+|B\rangle)/\sqrt{2J+1}$, which gives $\langle C|P_+|B\rangle=\sqrt{2J}/(2J+1)$. Since $P_++P_-=1$ and $\langle C|B\rangle=0$, the element of $P_-$ is the negative of this. The spin-flip probability is

$$p=\frac{2J}{(2J+1)^2}\,|1-e^{-i\chi}|^2=\frac{4J}{(2J+1)^2}(1-\cos\chi).$$

In $|J,m\rangle$ the mean of $J_x^2$ is $[J(J+1)-m^2]/2$. It rises from $J/2$ at $m=J$ to $(3J-1)/2$ at $m=J-1$, that is, by $(2J-1)/2$. The flipped and unflipped parts have orthogonal electron spins, so they do not interfere in $\langle J_x^2\rangle$ or $\langle J_x\rangle$. The variance grows by

$$p\,\frac{2J-1}{2}=\frac{2J(2J-1)}{(2J+1)^2}(1-\cos\chi)\;\longrightarrow\;1-\cos\chi .$$

At large $J$ this is twice the bare kick. An aligned electron adds nothing, an opposite one adds twice the kick, and an equal random mixture of single electrons adds the kick itself.

### (c) The damping that balances the kick

Let the magnet point along $\mathbf n=(\sin\theta,0,\cos\theta)$, with $J\gg1$. The electron precesses about $\mathbf n$. Random angles remove the part of its mean spin perpendicular to $\mathbf n$ and leave the part along it. The incoming mean spin is $\frac12\hat{\mathbf z}$, so the outgoing mean is $\frac12\cos\theta\,\mathbf n$, and

$$\langle\Delta J_x\rangle=0-\tfrac12\sin\theta\cos\theta\simeq-\frac{\langle J_x\rangle}{2J}.$$

The last form holds for small $\theta$, where $\langle J_x\rangle\simeq J\theta$. The transfer turns the magnet back towards $z$. Exact evolution with $J=20$ and $\theta=0.2$ rad, averaged over $\chi$, gives $-0.0951\,\hbar$, against $-0.0974\,\hbar$ from the large-$J$ formula. The difference of 2.3% is within the correction of order $1/J$ that the limit leaves out.

Let $V$ be the variance of $J_x$ about zero mean. The arriving electron is uncorrelated with the magnet, so the part of $\Delta J_x$ that correlates with $J_x$ is the part that survives the average over the electron spin. To leading order this is $-J_x/(2J)$. The change of variance per electron is then

$$\delta V=2\left(-\frac{V}{2J}\right)+\frac12=\frac12-\frac VJ .$$

It vanishes at $V=J/2$, the variance of the fully aligned state, in agreement with (b). If $V$ is larger, aligned electrons reduce it. Opposite electrons reverse the sign of the mean transfer, so damping becomes amplification and $\delta V=\frac12+V/J$. At $V=J/2$ this equals 1, again as in (b).

### (d) Reflection and spin filtering

In one transverse channel, let an electron from the left have amplitudes $r_\sigma,t_\sigma$ for spin $\sigma$. The scattering matrix is $S=S_\uparrow|\uparrow\rangle\langle\uparrow|+S_\downarrow|\downarrow\rangle\langle\downarrow|$, and $\Delta_x=s_x-S^\dagger s_xS$. This operator flips the spin, so its mean in $|L,\uparrow\rangle$ is zero. As in (b), the two squares give $\frac12$. In the cross term,

$$S^\dagger s_xS|L,\uparrow\rangle=\tfrac12S_\downarrow^\dagger S_\uparrow|L\rangle|\downarrow\rangle,\qquad s_x|L,\uparrow\rangle=\tfrac12|L,\downarrow\rangle .$$

Their overlap is $\frac14(r_\downarrow^*r_\uparrow+t_\downarrow^*t_\uparrow)$, and therefore

$$\langle\Delta_x^2\rangle=\frac{\hbar^2}{2}\left[1-{\rm Re}(r_\uparrow^*r_\downarrow+t_\uparrow^*t_\downarrow)\right].$$

Pure precession, $t_{\uparrow,\downarrow}=e^{\mp i\phi/2}$ and $r_\sigma=0$, restores (a). A second limit is perfect filtering: the majority spin is fully transmitted and the minority spin fully reflected. Both products vanish, and the kick is $\hbar^2/2$ without any random angle. The kick thus depends on the overlap of the two outgoing orbital states, phase included. It equals $\hbar^2/2$ whenever the real part of this overlap averages to zero, for example because the phases are random or because the two spins leave in different directions.

### (e) Many electrons in a metal

Let $a,b$ label incoming modes (side and spin) with independent occupations $f_a$. The many-electron transfer is $D=\sum_{ab}\Delta_{ab}c_a^\dagger c_b$. For such a state the connected average of $c_a^\dagger c_bc_c^\dagger c_d$ is $\delta_{ad}\delta_{bc}f_a(1-f_b)$, so

$$\langle D^2\rangle-\langle D\rangle^2=\sum_{ab}|\Delta_{ab}|^2f_a(1-f_b).$$

A kick needs an empty state to end in.

*Cold, fully polarized stream.* In the energy window of the current, the mode $|L,\uparrow\rangle$ is full and the others are empty. The sum is $\sum_b|\Delta_{L\uparrow,b}|^2=\langle\Delta_x^2\rangle$. The one-electron kicks add.

*Partial polarization.* Take pure transmission, with occupations 1 for up and $f$ for down. The kick connects these two modes with $|\Delta_{ab}|^2=\frac12(1-\cos\phi)$, and the occupations contribute $1\cdot(1-f)+f\cdot0$. Dividing by the $1+f$ electrons gives the factor $(1-f)/(1+f)=P$, the polarization. The kick per electron is $P$ times the one-electron value. Without reflection it vanishes when both modes are full, so the random mixture of (b) describes separate electrons, not a filled, unpolarized cold window. If the layer also reflects, a kick can end in the empty modes that arrive from the other side, and part of it survives.

*Temperature.* Let the two spin modes have Fermi functions $f_1,f_2$ whose chemical potentials differ by $\mu$. Then $f_1(1-f_2)$ is $e^{\mu/kT}$ times $f_2(1-f_1)$, while their difference is $f_1-f_2$. Their sum is thus $(f_1-f_2)\coth(\mu/2kT)$. Since $\int(f_1-f_2)\,dE=\mu$,

$$\int\left[f_1(1-f_2)+f_2(1-f_1)\right]dE=\mu\coth\frac{\mu}{2kT}.$$

For $\mu\gg2kT$ this is $\mu$, the cold stream. For $\mu\ll2kT$ it is nearly $2kT$, and the noise hardly depends on the current.

### (f) The nanopillar

**Precession angles.** From $k=\sqrt{2mE}/\hbar$ with energies 7.0 and 5.0 eV, $k_\uparrow=13.555$ and $k_\downarrow=11.456$ nm$^{-1}$. The transverse wave number $q$ is conserved, and across thickness $d$ the relative phase has magnitude

$$\phi(q)=d\left[\sqrt{k_\uparrow^2-q^2}-\sqrt{k_\downarrow^2-q^2}\right].$$

It runs from 6.30 rad at $q=0$ to 21.74 rad at $q=k_\downarrow$. Transverse modes are uniformly distributed in $q^2$. Over the modes that propagate for both spins, $\langle\cos\phi\rangle=0.128$, so precession alone gives $\frac12(1-0.128)=0.436\,\hbar^2$, 13% below the ideal value.

The phases are not fully uniform: $|\langle e^{i\phi}\rangle|=0.33$. One integration by parts explains the size. The end $q=0$ contributes $1/(d\phi/du)$ with $u=q^2/k_\downarrow^2$, while at $q=k_\downarrow$ the derivative diverges and the leading contribution vanishes. Thus, for a thick layer,

$$|\langle e^{i\phi}\rangle|\simeq\frac{2k_\uparrow}{d\,k_\downarrow(k_\uparrow-k_\downarrow)} .$$

This is 0.38 at 3 nm, where it is still rough, and 0.038 at 30 nm, where the full average is 0.0375. Dephasing improves as $1/d$ in this model.

The spread of incidence angles matters. At normal incidence alone, 6.30 rad is so close to $2\pi$ that precession would give a kick below $0.001\,\hbar^2$.

**Reflection.** For 28.6% of the majority modes, $q>k_\downarrow$ and the minority wave is evanescent. With all modes and the full scattering amplitudes, the mean overlap in (d) is 0.090, and the kick is $\frac12(1-0.090)=0.455\,\hbar^2$. If the evanescent modes had no overlap and the others only precessed, the overlap would be $(1-0.286)\times0.128=0.091$. Filtering therefore accounts for most of the change from 0.128. These values oscillate with thickness: at 2.8 and 3.2 nm the full kick is 0.408 and 0.505 $\hbar^2$, and precession alone gives 0.371 and 0.507 $\hbar^2$. A change of about one atomic layer thus moves the result by about 10%, and it can lie on either side of $\hbar^2/2$.

**Accumulated noise.** The pulse carries $N=I\tau/e=6.24\times10^5$ electrons. With a moment of $2\mu_B$ per $\hbar$ of spin, the layer has $J=M_sV/(2\mu_B)=1.78\times10^6$. For a cold, fully polarized stream, the rms impulse per component is

$$\sqrt{N/2}\,\hbar=559\,\hbar,\qquad \frac{559}{1.78\times10^6}=0.314\ {\rm mrad}.$$

With reflection these become $533\,\hbar$ and 0.300 mrad. These values multiply the noise of a long, steady stream by the pulse duration. Each transverse channel carries only about five electrons in 0.1 ns, so corrections from the finite pulse length, which depend on the pulse shape, the number of electrons per channel and the temperature, need not be negligible. They are not included here. The values also treat the magnetization as fixed. Since $N/2J=0.18$, the damping of (c) already acts during the pulse and lowers the rms impulse on an aligned magnet by about 4%. The angle expresses a noise strength, not a final deflection. For the isotropic aligned spin of (b), the zero-point angle is $\sqrt{J/2}/J=1/\sqrt{2J}=0.530$ mrad, and at that width the damping of (c) cancels the noise.

**Comparison with a real pillar.** The chosen size and current are roughly typical of metallic spin-valve pillars, with a current density near $10^{7}$ A/cm². The free-electron bands are a simplification. So is the isotropic magnet: shape anisotropy gives this disc an easy-plane field of about 1.5 T. With an in-plane field of 50 mT, for example, the layer precesses at about 8 GHz, some 5 rad during the pulse, and its zero-point angles become about 1.3 mrad in the plane and 0.2 mrad out of it instead of 0.530 mrad. The angles above therefore measure noise strengths in the isotropic model, not the motion of a real free layer. The finite-$J$ correction to a single kick, $3\times10^{-7}$, is negligible. A spin-flip length of 40 nm, assumed as a rough value, gives a flip chance of 7% at normal incidence, and more for the longer oblique paths. An assumed polarization of 0.4 matters more: with pure transmission and uniform phases it lowers the kick to $0.4\times\frac12=0.20\,\hbar^2$ per electron. Reflection, left out of this estimate, raises it somewhat.

The assumption that fails most severely at 300 K is that of a cold stream. The layer has $\mathcal M=k_\uparrow^2A/4\pi=1.15\times10^5$ transverse channels, where $A$ is its area. A fully polarized stream fills each at a rate $\mu/h$, so $\mu=(I/e)h/\mathcal M=0.225$ meV, whereas $kT=25.9$ meV. Equilibrium electrons also strike the layer, from both sides and with both spins. For this symmetric layer the four incoming modes contribute equally. Since $\int f(1-f)\,dE=kT$, they produce as much noise as $4\mathcal M kT\tau/h$ cold polarized electrons. This is 460 times the noise power of the stream, equivalent to $\sqrt{460}\times0.300=6.4$ mrad. This is the thermal noise that accompanies spin-pumping damping, here $\alpha\approx0.009$. The intrinsic damping of a real layer adds noise of its own: an assumed intrinsic $\alpha$ of 0.01 would raise the total to about 9 mrad.

The two powers must not be added. For a purely transmitted spin pair, the bias adds $\mu\coth(\mu/2kT)-2kT$, which is only $1.4\times10^{-3}$ of the cold value $\mu$. The condition $\mu=2kT$ is met at 1.3 K. In this model, a noise of about $\hbar^2/2$ per electron thus requires a strongly polarized stream and a temperature well below 1.3 K at this current, or a correspondingly larger spin bias. The numerical output lists the main values used here.

## Numbers as computed

```
ONE ELECTRON, UNIFORM RANDOM ANGLE
mean-square kick, x: 0.500000 hbar^2
mean-square kick, y: 0.500000 hbar^2
rms kick per component: 0.7071 hbar
tilted magnet test: J = 20, tilt = 0.2 rad
mean transfer, computed: -0.09507 hbar
mean transfer, large-J formula: -0.09735 hbar
DEVICE INPUT (rough typical values)
free-layer thickness: 3.0 nm
diameter: 100 nm
magnetization: 1.4 MA/m
current: 1.0 mA
duration: 0.1 ns
Fermi energy: 7.0 eV
exchange splitting: 2.0 eV
PRECESSION IN THE FREE LAYER
majority wave number: 13.555 1/nm
minority wave number: 11.456 1/nm
smallest precession angle: 6.30 rad
largest precession angle: 21.74 rad
mean cos(phi): 0.1277
|mean exp(i phi)|: 0.3300
|mean exp(i phi)|, 30 nm: 0.0375
kick, precession only: 0.4361 hbar^2
evanescent minority share: 0.2857
mean overlap with reflection: 0.0904
kick with reflection: 0.4548 hbar^2
overlap shift on halving grid: 6.1e-13
ACCUMULATED NOISE, COLD FULLY POLARIZED STREAM
spin of free layer J: 1.7784e+06
electrons in the pulse: 6.2415e+05
rms impulse, hbar^2/2 law: 558.6 hbar
rms impulse, with reflection: 532.8 hbar
equivalent angle, hbar^2/2 law: 0.3141 mrad
equivalent angle, with reflection: 0.2996 mrad
zero-point angle: 0.5302 mrad
NEGLECTED EFFECTS
finite-J reduction 1/(2J+1): 2.81e-07
assumed real polarization: 0.40
kick at that polarization: 0.200 hbar^2
assumed spin-flip length: 40 nm
spin-flip chance in layer: 0.072
transverse channels: 1.1483e+05
spin bias of stream: 0.2248 meV
temperature of use: 300 K
thermal energy: 25.85 meV
thermal/cold-stream noise power: 460.0
thermal equivalent angle: 6.425 mrad
cold noise still added by bias: 1.45e-03
temperature where bias = 2kT: 1.304 K
```
